\section*{How Fast Acid Advances into Immobile Quencher, part 2}

Acid diffuses into a film $x>0$ and is removed, one for one, by an immobile quencher. How far does it reach in time $t$? Let $a(x,t)$ and $q(x,t)$ be the numbers of acid and quencher molecules per volume, $D$ the constant acid diffusivity, and $R$ the number of neutralizations per volume and time. Subscripts $x$ and $t$ denote derivatives, and a dot is a time derivative. Then
\begin{equation}
a_t=D a_{xx}-R,\qquad q_t=-R .
\label{balance}
\end{equation}
Initially the film has no acid and $q=B$; the surface is held at $a(0,t)=A$.

For instantaneous neutralization, the excess $u=a-q$ obeys $u_t=D(u^+)_{xx}$ with $u^+=\max(u,0)$. Grid calculations used cells of unit width and $D=B=1$. A sharp front lies at $s=2\lambda\sqrt{Dt}$, where
\[
F(\lambda)\equiv\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac AB,\qquad \operatorname{erf}\eta=\frac2{\sqrt\pi}\int_0^\eta e^{-y^2}dy .
\]
With $\eta=x/(2\sqrt{Dt})$, the acid behind the front is $a=A[1-\operatorname{erf}\eta/\operatorname{erf}\lambda]$. The flux reaching the front is
\[
-D a_x(s^-,t)=B\dot s=\frac{A e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}\sqrt{\frac Dt}.
\]
The uptake per area is $M=2A\sqrt{Dt/\pi}/\operatorname{erf}\lambda$, of which $Bs=Me^{-\lambda^2}$ has been neutralized. The coefficient responds weakly to concentration:
\begin{equation}
\frac{d\ln\lambda}{d\ln(A/B)}=\frac{F}{\lambda F'}\le\frac12 .
\label{sens}
\end{equation}
For $A\ll B$ the front is slow, and
\begin{equation}
s\approx\sqrt{\frac{2ADt}{B}} .
\label{slow}
\end{equation}

A wide exposed region $x<0$ can hold the edge density constant. Let $A_0$ be its initial net acid density, what remains after the acid generated there has neutralized the local quencher. With the same $D$ on both sides,
\begin{equation}
a=A_0\,\frac{\operatorname{erf}\lambda-\operatorname{erf}\eta}{1+\operatorname{erf}\lambda},
\qquad
a(0,t)=A_0\,\frac{\operatorname{erf}\lambda}{1+\operatorname{erf}\lambda}.
\label{edge}
\end{equation}
This constant edge value plays the part of $A$, and $\lambda$ follows from
\begin{equation}
\sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)=\frac{A_0}{B}.
\label{reservoir}
\end{equation}

Q. That needs an infinitely wide exposed region.

A. For a strictly constant edge value, yes. In practice it is enough that the far parts have not yet noticed the loss, which a width large compared with $2\sqrt{Dt}$ ensures. I shall put numbers to a narrow one below.

Q. My larger worry is the infinite reaction rate. The front starts with infinite speed, and no chemistry follows that.

A. Correct. Give neutralization a finite rate constant $k$, so that $R=kaq$. With the exposure $C=\int_0^ta\,dt'$, the quencher equation $q_t=-kaq$ integrates to
\begin{equation}
q=B e^{-kC}.
\label{decay}
\end{equation}
At the surface $C=At$, so the quencher there decays as $e^{-kAt}$. No front exists until $kAt\gg1$.

For later times, integrate $(a-q)_t=Da_{xx}$ from $0$ to $t$. The initial excess is $-B$, so $a-q+B=DC_{xx}$. With $a=C_t$ and \eqref{decay},
\begin{equation}
D C_{xx}=C_t+B\left(1-e^{-kC}\right).
\label{Ceq}
\end{equation}
This is still exact for the finite-rate model. Now set $\phi=kC$ and $\xi=x/\delta$. The left side becomes $D\phi_{\xi\xi}/(k\delta^2)$, which equals $B\phi_{\xi\xi}$ if
\begin{equation}
\delta=\sqrt{\frac{D}{kB}} .
\end{equation}
Dividing by $B$ gives $\phi_{\xi\xi}=a/B+1-e^{-\phi}$.

Q. You still have $a/B$ in there.

A. It is small near a slow front. The acid slope there is about $B\dot s/D$, so over a distance $\delta$ the acid rises to about $B\dot s\delta/D$. From $\dot s=s/(2t)$ and $Dt=s^2/(4\lambda^2)$,
\begin{equation}
\frac aB\sim\frac{\dot s\,\delta}{D}=\frac{s\,\delta}{2Dt}=2\lambda^2\frac{\delta}{s}.
\label{small}
\end{equation}
When this is small, drop the term. Multiply $\phi_{\xi\xi}=1-e^{-\phi}$ by $\phi_\xi$ and integrate. Far ahead of the front $\phi$ and $\phi_\xi$ vanish, which fixes the constant:
\begin{equation}
\tfrac12\phi_\xi^2=\phi+e^{-\phi}-1 .
\label{first}
\end{equation}
No parameter is left. At leading order the reaction zone keeps its shape and merely travels. The distance over which $q/B=e^{-\phi}$ rises from 10\% to 90\% is
\begin{equation}
\frac{w}{\delta}=\int_{-\ln0.9}^{\ln10}\frac{d\phi}{\sqrt{2(\phi-1+e^{-\phi})}}=3.447 ,
\label{width}
\end{equation}
evaluated by numerical quadrature. A grid march of the two rate equations with $A/B=0.2$ and $\delta$ equal to four cells, stopped at $t=20100$ in the earlier grid units, gives $3.448$. Agreement this close is partly luck: on finer grids the value settles at $3.43$, half a percent below the law. A deviation of this order is expected, since the dropped term \eqref{small} is about 1\% here.

The sharp front is thus a good description when $\delta\ll s$ and the ratio \eqref{small} is also small. For $A\ll B$ the first condition is the stricter one. There $s^2/\delta^2=4\lambda^2kBt\approx2kAt$, so it agrees with the condition found at the surface.

Q. And why should the quencher stand still? It is a small molecule too.

A. Let it have diffusivity $rD$. Ahead of the front $q$ obeys its own diffusion equation, so it is a constant plus a multiple of $\operatorname{erfc}(\eta/\sqrt r)$, where $\operatorname{erfc}=1-\operatorname{erf}$. It tends to $B$ far away and vanishes at the front:
\begin{equation}
q=B\left[1-\frac{\operatorname{erfc}(\eta/\sqrt r)}{\operatorname{erfc}(\lambda/\sqrt r)}\right],\qquad \eta\ge\lambda .
\end{equation}
Both densities are now zero at the front, so its motion uncovers no finite quencher density. Instead the two species arrive at equal rates, $-Da_x=rDq_x$. The derivative of $\operatorname{erfc}(\eta/\sqrt r)$ with respect to $x$ is $-e^{-\eta^2/r}/\sqrt{\pi rDt}$. Hence
\begin{equation}
rDq_x(s^+,t)=\frac{B\sqrt r\,e^{-\lambda^2/r}}{\sqrt\pi\operatorname{erfc}(\lambda/\sqrt r)}\sqrt{\frac Dt}.
\end{equation}
The acid flux was found in the first half. Cancelling $\sqrt{D/(\pi t)}$,
\begin{equation}
\frac{A e^{-\lambda^2}}{\operatorname{erf}\lambda}
=\frac{B\sqrt r\,e^{-\lambda^2/r}}{\operatorname{erfc}(\lambda/\sqrt r)} .
\label{mobile}
\end{equation}

Q. Does this return to your law when $r$ goes to zero?

A. Yes. With $z=\lambda/\sqrt r$, integration by parts gives
\begin{equation}
\operatorname{erfc}z=\frac{e^{-z^2}}{z\sqrt\pi}-\frac{1}{\sqrt\pi}\int_z^\infty\frac{e^{-y^2}}{y^2}\,dy .
\end{equation}
The last term is at most $\operatorname{erfc}z/(2z^2)$, which is negligible for large $z$. The right side of \eqref{mobile} then tends to $B\sqrt r\,z\sqrt\pi=\sqrt\pi B\lambda$, and $F(\lambda)=A/B$ follows. For finite $r$ the subtracted term makes $\operatorname{erfc}z$ smaller than its first term, so the right side exceeds $\sqrt\pi B\lambda$. The root therefore satisfies $F(\lambda)<A/B$: a mobile quencher comes to meet the acid and holds the front back.

Q. Put this into a resist. I want nanometres.

A. Take the edge of a wide exposed region in a chemically amplified resist for 248 nm (KrF) light, during the bake after exposure. As rough typical values let $A=B=0.02\ \mathrm{nm^{-3}}$, $D=10\ \mathrm{nm^2/s}$ and $t=60$ s at 110 $^\circ$C. The diffusion length is $\sqrt{Dt}=\sqrt{600}\ \mathrm{nm}=24.49$ nm. For $A/B=1$ the numerical root is $\lambda=0.6201$, with $\operatorname{erf}\lambda=0.6195$. Then
\begin{equation}
s=2\times0.6201\times24.49\ \mathrm{nm}\approx30.4\ \mathrm{nm}.
\end{equation}
After 15 s, a quarter of the time, the front was at half this depth, 15.2 nm. At the end it moves at $s/(2t)=0.25$ nm/s. The acid density is $0.0127\ \mathrm{nm^{-3}}$ at 10 nm and $0.0059\ \mathrm{nm^{-3}}$ at 20 nm. The slow-front estimate \eqref{slow} gives 34.6 nm, which is 14\% above the full result, so $A=B$ is already outside its range.

The uptake is
\begin{equation}
M=\frac{2\times0.02\times24.49}{\sqrt\pi\times0.6195}\ \mathrm{nm^{-2}}=0.892\ \mathrm{nm^{-2}},
\end{equation}
of which $Bs=0.608\ \mathrm{nm^{-2}}$, or 68\%, has been neutralized. By \eqref{edge} the exposed region must hold $A_0=0.02\times1.6195/0.6195=0.0523\ \mathrm{nm^{-3}}$ of net acid. Adding the acid spent on the quencher there, the exposure must have generated $0.072\ \mathrm{nm^{-3}}$. For an acid generator of 500 g/mol in a film of 1.2 g/cm$^3$, this is 5\% of the film mass if all of the generator is converted and 10\% if half of it is. The example therefore describes a heavily loaded or strongly exposed resist; with less acid the front is shallower.

Q. Now the finite rate. Where do you get $k$?

A. Assume that every acid molecule coming within a capture radius $R_c$ of a quencher molecule reacts. Around one quencher molecule the steady acid density at distance $\rho$ is $a_\infty(1-R_c/\rho)$, where $a_\infty$ is the value far away. The inward current through a sphere is $4\pi\rho^2D\,a_\infty R_c/\rho^2=4\pi DR_ca_\infty$, so $k=4\pi DR_c$. With $R_c=1$ nm, a rough value, $k=126\ \mathrm{nm^3/s}$. The diffusivity cancels from $\delta=1/\sqrt{4\pi R_cB}=1.99$ nm. This rate treats each quencher molecule as isolated, which needs $R_c\ll\delta$. Here $R_c/\delta$ is one half, so $k$ and $\delta$ are good only to some tens of percent: allowing for the competition of neighbouring molecules through $k=4\pi DR_c(1+R_c/\delta)$ would give $\delta\approx1.6$ nm.

A grid march of the rate equations with 0.5 nm cells places the half-consumed quencher at 29.9 nm, against 30.4 nm for the sharp front. The 10--90\% width is 6.7 nm; the leading-order law \eqref{width} gives 6.9 nm. The position barely changes, but the edge is far from sharp on the scale of a few nanometres. The mean quencher spacing $B^{-1/3}=3.7$ nm exceeds $\delta$, so a continuum description of this zone is itself rough.

Q. What else moves the number?

A. I change one thing at a time and hold the other inputs fixed.

A quencher with $r=0.1$ gives 29.1 nm from \eqref{mobile}, a reduction of 4\% at fixed edge density $A$. If the exposed region fixes $A_0$ instead, the edge density falls somewhat and the front is at 28.7 nm.

For an isolated exposed line with initial net acid $A_0$, the grid march of the excess gives 30.4 nm if the line is 250 nm wide and 29.7 nm if it is 50 nm wide. The narrow line has $25\times0.0523\approx1.31\ \mathrm{nm^{-2}}$ of acid for each edge, more than the uptake of $0.892\ \mathrm{nm^{-2}}$, so it is not exhausted within the bake. In the end it must be: the front cannot pass $1.31/0.02\approx65$ nm, whereas the law $\sqrt t$ has no limit.

If $D$ follows an Arrhenius law with an activation energy of 1 eV, again a rough value, a bake 1 K hotter raises $\sqrt D$ by 4\% and moves the front by 1.2 nm.

A column of $30\times30$ nm cross-section reaching to the front contains 547 quencher molecules on average. If they are placed independently, the number fluctuates by $1/\sqrt{547}=4.3\%$. For a rough size of the effect, treat each column as a separate planar film whose quencher density is uniform but off by this fraction. At fixed edge density $A$, \eqref{sens} says that its depth changes by less than half of that fraction, which is under 0.7 nm. If instead the generated acid is fixed and the quencher in the adjoining exposed region is off by the same fraction, $A_0$ shifts too, and \eqref{reservoir} gives about 0.9 nm. Fluctuations in the number of acid molecules are not included.

The largest of the changes listed here is a doubling of $D$, which gives 43.0 nm, 41\% more. This takes $D$ as doubled on both sides of the edge. If it doubles only for $x>0$ while $A_0$ is fixed, the edge density falls and the front reaches about 38 nm. The value of $D$ ahead of the front has no effect, because there is no acid there.

Q. So should I expect the printed edge of a KrF resist to move by 30 nm?

A. No. The inputs are of the order met in such resists, but diffusivities differ strongly between polymers, acids and bake temperatures. A real resist also breaks the assumption of constant $D$, because the acid changes the polymer it passes through, and the change in $D$ can go in either direction and be much larger than the factor of two used here for illustration; a doubling on both sides of the edge would add 12.6 nm, and one confined to the unexposed side about 8 nm. The optical image does not end abruptly at $x=0$ either. It fades over a distance that can exceed the front depth, so acid and quencher start with graded profiles, an effect I have not sized. Other losses of acid and electrical forces between ions are left out as well. Finally, the developer responds to the changed polymer, which depends on the exposure $C$ and on the deprotection chemistry, and not directly on where the acid ends. The 30 nm is the reach of the acid in this model.

Q. Then what may I take from it for choosing a bake?

A. A scaling, under stated conditions: a wide source with an abrupt edge, constant $D$, nearly immobile quencher and a front much deeper than its reaction zone. Within these, halving the bake time at fixed temperature and concentrations reduces the reach by a factor $\sqrt2$. A graded image brings in a length of its own, and the reach measured from the nominal edge then no longer follows $\sqrt t$. Doubling the quencher at fixed edge concentration $A$ reduces it by at most the same factor, by \eqref{sens}. If the exposed region supplies the acid, however, $A$ is not fixed. More quencher then also lowers $A_0$, since some of the generated acid is spent inside the exposed region, and the new reach must be found from \eqref{reservoir}. The bound $\sqrt2$ then fails: for small $\lambda$, \eqref{reservoir} gives $\sqrt\pi\lambda\approx A_0/B$, linear in the ratio. In the example, doubling the quencher at fixed generated acid leaves $A_0/B=0.81$ and halves the reach, to about 15 nm.
